Does hybrid TDDFT lie outside density functional theory?

**Question**

I run TDDFT calculations with hybrid functionals. In the Kohn-Sham scheme, as I learned it, the density fixes a local potential v(r,t), and all orbitals move in that potential. A hybrid adds a fraction of Fock exchange, which is a nonlocal operator built from the orbitals. A colleague concludes that hybrid TDDFT is a mixture of time-dependent Hartree-Fock and DFT with no density functional foundation. Is that right? If not, what exactly is the density mapped onto?

**Answer**

Your colleague is right about one thing: a hybrid with nonlocal exchange is not a Kohn-Sham scheme in the strict sense. It does not follow that it lies outside density functional theory. DFT requires that the density, together with the initial states, determines the potentials. It leaves open which auxiliary system reproduces the density. Noninteracting electrons in a local potential are one choice. A determinant with nonlocal exchange and a local remainder potential is another, and this is time-dependent generalized Kohn-Sham theory.

The claim can be proved on a finite real-space grid; the continuum needs extra assumptions, given below. I use Hartree atomic units and electrons of one spin.

**The auxiliary system**

Let φ_k(i) be orthonormal orbitals on grid points i, with

γ_ij = Σ_k φ_k(i) φ_k(j)*,  n_i = γ_ii.

They obey

i dφ_k(i)/dt = Σ_j h_ij φ_k(j),
h_ij = T_ij + v_i δ_ij + K_ij,  K_ij = −u_ij γ_ij.

T is the real symmetric kinetic matrix, so there is no magnetic field. The exchange interaction u is also real and symmetric. If w is the electron repulsion, u = 0 gives strict Kohn-Sham, u = a·w a global hybrid, and a long-range part of w a range-separated one. Since h is Hermitian, the orbitals stay orthonormal.

The question is now precise: given n_i(t), is there a local v_i(t) that makes this determinant reproduce it, and is it unique?

**Exchange moves no density directly**

The orbital equation gives i dγ/dt = hγ − γh. On the diagonal,

dn_i/dt = −i Σ_j (h_ij γ_ji − γ_ij h_ji).

The second product is the complex conjugate of the first, and z − z* = 2i Im z, so

dn_i/dt = 2 Im Σ_j h_ij γ_ji.

The local term v_i n_i is real. So is the exchange term, because K_ij γ_ji = −u_ij |γ_ij|². Only the kinetic part survives:

dn_i/dt = 2 Im Σ_j T_ij γ_ji.  (1)

This is the Kohn-Sham continuity equation. It relies on K being built from the same orbitals that it acts on. With exchange built from other orbitals, the product is generally complex and (1) fails.

**The density fixes the local potential**

Split the rate of γ into the part due to v and the rest:

dγ_ji/dt = −i(v_j − v_i)γ_ji + R_ji,  R = −i[T + K, γ].

Differentiate (1), insert this, and use Im(−iz) = −Re z:

d²n_i/dt² = Σ_j k_ij (v_j − v_i) + q_i,  (2)
k_ij = −2 T_ij Re γ_ij,  q_i = 2 Im Σ_j T_ij R_ji.

This is a force balance: q contains the kinetic and exchange forces, and v must supply what is missing. As a linear system it reads

L v = q − d²n/dt²,  L_ij = δ_ij Σ_m k_im − k_ij.  (3)

A constant added to v drops out. Correspondingly, the right side must sum to zero, and it does. The particle number is constant, and Σ_i q_i = 2 Im Tr(TR) vanishes because the trace of a product of two Hermitian matrices is real. Moreover,

Σ_ij v_i L_ij v_j = ½ Σ_ij k_ij (v_i − v_j)².

If k_ij is positive on every bond of a connected grid, this is zero only for constant v. Then (3) has one solution of zero mean. Positive bonds are sufficient; the proof itself needs L to be invertible on zero-mean potentials. The distinction matters for higher-order kinetic stencils: with a fourth-order T, the ground determinant having the initial density of the example below has negative k between next-nearest points, yet L is still invertible.

**From one instant to a time interval**

Assume that d²n/dt² is continuous and that the initial determinant Φ₀ has the correct n and dn/dt. Insert the solution of (3) into the orbital equation. The result is a closed differential equation for the orbitals. Its right side is continuous in time and, where L is invertible, a smooth function of the orbitals, so it has one solution.

The density of that solution has the prescribed second derivative and the correct initial value and slope. It therefore equals n(t). Conversely, any continuous local potential that reproduces n(t) must satisfy (3) at each instant, so it leads to the same orbitals. The solution continues until L becomes singular; beyond that point nothing is guaranteed.

Thus v_loc is a functional of n and Φ₀, up to a function of time alone. At time t it depends on the current orbitals, which depend on the earlier density. Memory is therefore to be expected.

**The interacting system and the remainder**

For N interacting electrons, let X denote the positions of all but one, and let

γ_ij = N Σ_X Ψ(i,X) Ψ(j,X)*.

In dγ_ij/dt, terms acting only on X cancel. What remains is the commutator with T, the term −i(v_i − v_j)γ_ij from the external potential, and the interaction term

−i N Σ_X [W(i,X) − W(j,X)] Ψ(i,X) Ψ(j,X)*,

where W(i,X) is the repulsion between an electron at i and those at X. This vanishes for i = j, so (1) holds again. Equation (2) follows with the interaction term in R instead of K. Under the same conditions, v_ext is a functional of n and the initial state Ψ₀.

Now define, with v_H,i = Σ_j w_ij n_j,

v_rem = v_loc − v_ext − v_H.

It is a functional of n, Ψ₀ and Φ₀, and there is one such functional for each u. For u = 0 it is the usual exchange-correlation potential. The exact generalized Kohn-Sham equation contains

T + v_ext + v_H + K + v_rem.

A practical hybrid built on an LDA or GGA has this form with a model for v_rem, often one that depends only on the instantaneous density. That is where the approximation enters. A meta-GGA hybrid does not have this form: its dependence on the kinetic energy density gives an operator that is not a local potential and can move density directly, so (1) and the argument above do not cover it. In linear response, K contributes δK_ij = −u_ij δγ_ij, the nonlocal exchange term of a hybrid response calculation, while the model supplies δv_rem.

**What changes in the continuum**

In one dimension with spacing s, neighbouring points have T_ij = −1/(2s²), so k_ij = Re γ_ij/s². As s → 0, (2) becomes

∂²n/∂t² = ∂/∂x (n ∂v/∂x) + q,

and in three dimensions the first term on the right is ∇·(n∇v). Where n tends to zero the equation loses its grip on v, so boundary conditions matter. Existence over a time interval also needs assumptions on smoothness and representability that the grid proof does not supply.

**A worked case**

Take two same-spin electrons on eight points, 1 bohr apart, from x = −3.5 to 3.5 bohr. The potential and repulsion are

v_ext(x,t) = −2/√(x² + 1) + 0.05 x sin²(πt/15),
w(d) = 1/√(d² + 1).

The interacting Schrödinger equation on this grid, started from its ground state, supplies n(t) for 0 ≤ t ≤ 15. The largest change of a site occupation is 0.156 electrons.

Four determinants are then driven by (3), which receives only this density history. Their exchange interactions are u = 0, w/4, w·erf(0.4d) and w. Each starts from a ground determinant of its own kind with the exact initial density. All four follow the density to better than 10⁻⁹ electrons, and the bonds k stay positive at every time step. This depends on the pulse being weak: with a peak field of 0.4 instead of 0.05, a bond of the interacting state changes sign near t = 6.7, and the determinant without exchange loses the same bond near t = 6.3, with v_rem growing beyond 10 hartree. On a nearest-neighbour chain a vanishing bond makes L singular.

Yet these are different systems. The table gives the orbital gap at the start, the spread of v_rem over the grid at t = 7.5 (largest minus smallest value), and the largest density error when v_rem is frozen at its initial value.

| exchange | gap (hartree) | spread (hartree) | frozen error (electrons) |
|---|---|---|---|
| none | 0.316 | 0.444 | 0.100 |
| quarter | 0.411 | 0.330 | 0.085 |
| long-range | 0.585 | 0.562 | 0.109 |
| full | 0.700 | 0.015 | 0.007 |

For the first row, the spread is 0.2610 − (−0.1831) = 0.444 hartree. Since v_ext and v_H are the same in all rows, differences in v_rem are differences in v_loc. Part of them is bookkeeping: on the grid the diagonal of K, −u_ii n_i, is itself a local potential, so raising u_ii adds u_ii n_i to v_rem and leaves the orbitals and the gap unchanged. Here u_ii is 0, 1/4, 0 and 1 in the four rows. The first interacting excitation energy is 0.335 hartree; the gaps show that reproducing the density does not fix the orbital gap.

The last column separates theory from approximation. With the exact v_rem, all four schemes give the same density. With the frozen one, the error relative to the largest occupation change is 0.100/0.156 = 64% without exchange and 0.007/0.156 ≈ 4% with full exchange. In the full-exchange case v_rem, taken with zero grid mean, changes by at most 0.0052 hartree during the pulse, against 0.142 hartree without exchange, so freezing it discards much less. Freezing removes all dependence on the density, not only memory. At t = 3.75, 7.5, 11.25 and 15 the adiabatically exact v_rem, obtained from ground-state inversions at the current density, differs from the exact one by at most 0.010 hartree without exchange and about 0.001 hartree with full exchange; sampled every 0.25 time units, the largest differences are 0.020 hartree (near t = 12.75) and 0.0014 hartree. Set against changes of 0.142 and 0.0052 hartree, memory is the smaller part of the change in v_rem that freezing discards. Its share of the density error is not measured here.

Long-range exchange does slightly worse here than no exchange, so adding nonlocal exchange does not by itself improve a given approximation. The rows also differ in the on-site term: full exchange cancels the on-site Hartree term w_ii n_i exactly, while with long-range exchange that cancellation is left to v_rem, where it is frozen. This bookkeeping matters for the last column. With u_ii = 1 in every row the frozen errors become 0.060, 0.037, 0.035 and 0.007 electrons, and long-range exchange then does better than none; full exchange with u_ii = 0 gives 0.098. The ends of the grid act as hard walls at ±4.5 bohr, and they matter too. Refining the spacing to 0.25 bohr between the same walls leaves the frozen errors at 64%, 54%, 66% and 4% of the largest occupation change. Moving the walls to ±6.5 bohr at 0.5 bohr spacing lowers the first excitation energy from 0.33 to 0.21 hartree and the gaps to 0.21, 0.28, 0.43 and 0.48 hartree, and the frozen errors become 62%, 52%, 59% and 4%, so long-range exchange then does slightly better than none. These numbers belong to this model and do not rank hybrid functionals.

The continuity condition is visible too. Along the full-exchange trajectory, the exchange operator built from the current orbitals changes no site occupation directly, to rounding error. Built from the initial orbitals instead, it would do so at a rate of up to 0.049 electrons per atomic unit of time.

The numerical check also recovers the applied potential from the interacting state through (2), and confirms the initial v_loc by a separate static inversion.

**What to tell your colleague**

"This is not strict Kohn-Sham" is correct. "This is not DFT" does not follow. The useful objection to a particular hybrid calculation concerns its model for v_rem: whether it suits the chosen u, and whether neglecting memory is acceptable for the process studied.

Calculated quantities

```
grid points: 8, electrons: 2
grid spacing: 1.0 bohr
attractive charge: 2.0 e
softening length: 1.0 bohr
peak field: 0.050 a.u.; pulse: 15.0 a.u. of time
long-range parameter: 0.4 1/bohr
time step of determinants: 0.010 a.u.
interacting ground energy: -1.839584 hartree
interacting first excitation: 0.335270 hartree
positions (bohr): -3.5 -2.5 -1.5 -0.5 0.5 1.5 2.5 3.5
initial site occupations (electrons):
0.02577 0.12602 0.33088 0.51732 0.51732 0.33088 0.12602 0.02577
site occupations at t = 7.50 a.u. (electrons):
0.04806 0.18494 0.36576 0.47581 0.55911 0.27618 0.07764 0.01251
largest occupation change: 0.15627 electrons
largest electronic dipole: 1.08011 e bohr
error of recovered external potential: 4.1e-10 hartree
[exchange: none]
 orbital gap at start: 0.315582 hartree
 density error, exact remainder: 2.6e-11 electrons
 density error, frozen remainder: 1.00e-01 electrons
 static/dynamic potential gap: 4.5e-09 hartree
 smallest bond coefficient k: 0.01401 a.u.
 largest change of remainder: 0.14172 hartree
 remainder at t = 7.50 a.u. (hartree):
 0.1677 -0.0011 -0.1423 -0.1096 -0.1831 -0.1016 0.1089 0.2610
 final gamma distance to no-exchange case: 0.00000
[exchange: quarter]
 orbital gap at start: 0.410624 hartree
 density error, exact remainder: 2.6e-11 electrons
 density error, frozen remainder: 8.47e-02 electrons
 static/dynamic potential gap: 4.5e-09 hartree
 smallest bond coefficient k: 0.01401 a.u.
 largest change of remainder: 0.10491 hartree
 remainder at t = 7.50 a.u. (hartree):
 0.1257 -0.0001 -0.1050 -0.0808 -0.1364 -0.0764 0.0796 0.1935
 final gamma distance to no-exchange case: 0.01358
[exchange: long-range]
 orbital gap at start: 0.584995 hartree
 density error, exact remainder: 3.0e-11 electrons
 density error, frozen remainder: 1.09e-01 electrons
 static/dynamic potential gap: 4.5e-09 hartree
 smallest bond coefficient k: 0.01403 a.u.
 largest change of remainder: 0.18107 hartree
 remainder at t = 7.50 a.u. (hartree):
 0.2192 0.0242 -0.1642 -0.1740 -0.2632 -0.0981 0.1570 0.2993
 final gamma distance to no-exchange case: 0.02473
[exchange: full]
 orbital gap at start: 0.700326 hartree
 density error, exact remainder: 4.5e-10 electrons
 density error, frozen remainder: 6.99e-03 electrons
 static/dynamic potential gap: 4.5e-09 hartree
 smallest bond coefficient k: 0.01400 a.u.
 largest change of remainder: 0.00517 hartree
 remainder at t = 7.50 a.u. (hartree):
 -0.0040 0.0003 0.0043 0.0031 0.0062 0.0036 -0.0047 -0.0088
 final gamma distance to no-exchange case: 0.05037
exchange density rate, own orbitals: 1.0e-17 a.u.
exchange density rate, frozen orbitals: 4.94e-02 a.u.
final gamma distance, full exchange to interacting: 0.00679
```
